# Thickness sensitivity of the lowest subband in a 5 nm InAs film

## The estimate with the gap closed

Suppose that the conduction band and one valence band touch at zero energy and are coupled by an energy $Pk$, where $k$ is the wave number across the film. The bulk energies are the eigenvalues of

$$\begin{pmatrix}0&Pk\\Pk&0\end{pmatrix},\qquad E=\pm Pk .$$

The conduction energy is linear in $k$. If the conduction envelope must vanish at both faces of a film of thickness $L$, its lowest standing wave has $k=\pi/L$, so $E=\pi P/L$. Thinning the film by a small amount $d$ raises the level by

$$\Delta_{\rm lin}=\frac{\pi P}{L}\,\frac dL .$$

For InAs an effective coupling $P=0.766$ eV nm is used, fitted below to the mass and the gap. It is smaller than the tabulated Kane value of about 0.9 eV nm (Kane energy about 21.5 eV), because it absorbs the effects of spin-orbit splitting and remote bands. With $L=5$ nm and $d=0.3$ nm, $\pi P/L=0.481$ eV and $d/L=0.06$, so $\Delta_{\rm lin}=28.9$ meV.

A parabolic band with the InAs band-edge mass gives a very different answer. Its level is proportional to $1/L^2$ and lies at 0.654 eV, so the first-order rise is $2\times0.654\times0.06$ eV, or 78.5 meV.

InAs has a gap of about 0.35 eV, so neither band shape is quite right. The confinement energy is comparable with the gap, however, and the linear band proves to be the better guide.

## Two coupled bands with a gap

The algebra uses atomic units, $\hbar=m_0=1$, with $m_0$ the free-electron mass. Energy is measured from the bulk conduction edge, the valence edge lies at $-G$, and $m$ is the band-edge mass. The electron has no momentum in the plane of the film, and strain and remote bands are left out. At first the free-electron kinetic energy is dropped as well; it is restored later.

The bulk matrix now has diagonal entries $0$ and $-G$. In the film, $k$ becomes $-i\,d/dz$. Writing the valence envelope as $-iv$ makes the equations real:

$$-Pv'=Ec,\qquad Pc'=(E+G)v, \tag{1}$$

where $c$ is the conduction envelope. The second equation gives $v=Pc'/(E+G)$. Inserting this into the first, and noting that $G$ is constant inside the film, gives

$$-P^2c''=E(E+G)c. \tag{2}$$

A wave of wave number $k$ has $c''=-k^2c$, hence

$$E(E+G)=P^2k^2. \tag{3}$$

Near the band edge $E\ll G$, and (3) becomes $E\simeq P^2k^2/G$. This must equal $k^2/(2m)$, which fixes the coupling:

$$P^2=\frac{G}{2m}. \tag{4}$$

In laboratory units $1/2$ becomes $\hbar^2/(2m_0)=0.0381$ eV nm². The rough room-temperature values $m=0.023$ and $G=0.354$ eV then give $P^2=0.354\times0.0381/0.023=0.586$ eV² nm², the square of the value used above.

### What a hard wall means for two envelopes

Let the barrier have its conduction edge at $V$ and its valence edge at $-G-W$, with the same $P$. For $E<V$, equations (1) become

$$-Pv'=(E-V)c,\qquad Pc'=(E+G+W)v .$$

Eliminating $v$ gives $c''=\kappa^2c$ with

$$\kappa^2=\frac{(V-E)(E+G+W)}{P^2}. \tag{5}$$

To the right of the film $c\propto e^{-\kappa z}$, so $c'=-\kappa c$ and

$$\frac vc=-\frac{P\kappa}{E+G+W}=-\sqrt{\frac{V-E}{E+G+W}}. \tag{6}$$

Both envelopes are continuous at the interface, because the equations are of first order and their coefficients make only finite jumps. If $V\to\infty$ while $W$ stays finite, the ratio (6) diverges. With $v$ finite this forces $c=0$ at the wall, and this is the meaning of "hard wall" here. The order of limits matters: if $V$ and $W$ grew together in a fixed ratio, $v/c$ would stay finite and $c$ would not vanish.

With $c=0$ at $z=0$ and $z=L$, equation (2) has the solutions $c=\sin(n\pi z/L)$. The lowest conduction subband has $n=1$ and $k=\pi/L$. Its valence part is proportional to $\cos(\pi z/L)$ and does not vanish at the walls.

### The level and its derivative

Let $g=k^2/(2m)=\pi^2/(2mL^2)$ be the parabolic level. From (4), $P^2k^2=Gg$. Dividing (3) by $G$ gives

$$E\left(1+\frac EG\right)=g. \tag{7}$$

This is the quadratic equation $E^2+GE-Gg=0$. The root that vanishes with $g$ is the conduction level:

$$E=\frac G2(s-1),\qquad s=\sqrt{1+\frac{4g}{G}}=1+\frac{2E}{G}. \tag{8}$$

Differentiating (7) with respect to thickness gives

$$\left(1+\frac{2E}{G}\right)\frac{dE}{dL}=\frac{dg}{dL}=-\frac{2g}{L}.$$

The minus sign says that a thicker film has a lower level. Thinning by $d$ therefore raises the level, to first order in $d$, by

$$\Delta=\frac1s\,\frac{2gd}{L}. \tag{9}$$

The parabolic shift is divided by $s$.

For the 5 nm film $k=0.6283$ nm$^{-1}$ and

$$g=\frac{0.0381\times0.6283^2}{0.023}=0.654\ \text{eV},\qquad s=\sqrt{1+\frac{4\times0.654}{0.354}}=2.896 .$$

The level is $E=0.177\times1.896=0.336$ eV, and the shift is $78.5/2.896=27.1$ meV. Solving the coupled equations (1) numerically on a grid, without using (8) or (9), also gives 0.3357 eV and 27.1 meV.

## Why the reduction is nearly threefold

The factor $s$ has two parts. The level itself is lower than the parabolic one by

$$\frac gE=1+\frac EG=1.948 .$$

The level also depends less steeply on $k$. From (7), using $dg/dk=2g/k$,

$$\frac{d\ln E}{d\ln k}=\frac kE\,\frac{2g/k}{1+2E/G}=\frac{2(1+E/G)}{1+2E/G}=1.345,$$

whereas a parabolic band has 2. The second part is thus $2/1.345=1.487$, and $1.948\times1.487=2.90$, which is $s$ to three figures.

The same factor appears in the mass. Since $dE/dk=(k/m)/s$, the mass defined by $k/(dE/dk)$ is $sm=0.0666\,m_0$ at the level.

### The two limits

For weak confinement, $g\ll G$, expanding the square root in (8) to second order gives

$$E\simeq g-\frac{g^2}{G},\qquad \Delta\simeq\frac{2gd}{L}\left(1-\frac{2g}{G}\right).$$

This cannot be used at 5 nm. It would put the level at $0.654-0.654^2/0.354=-0.55$ eV, below the conduction edge. The power series of the square root converges for $4g/G<1$. Since $g\propto L^{-2}$, this requires $L>5\sqrt{4\times0.654/0.354}$ nm, or about 13.6 nm.

For strong confinement it is better to write the shift in terms of $P$. Put $g=P^2k^2/G$ into (9):

$$\Delta=\frac{2P^2k^2}{G\sqrt{1+4P^2k^2/G^2}}\,\frac dL
=\frac{2P^2k^2}{\sqrt{G^2+4P^2k^2}}\,\frac dL .$$

Taking $2Pk$ out of the root leaves

$$\Delta=\frac{\pi Pd}{L^2}\,\frac{1}{\sqrt{1+(G/2Pk)^2}}. \tag{10}$$

The first factor is the opening estimate. The second is below one for any nonzero gap, so 28.9 meV is a ceiling on the first-order shift in this two-band model at the given $P$. Here $Pk=0.481$ eV and $G/(2Pk)=0.368$. This ratio enters squared, so the root is only 1.066, and the gap lowers the shift by about 6% from its ceiling. For a fictitious 0.5 nm well, the grid solution gives a slope of 0.9993 times the ceiling value, in line with (10).

Equation (10) also shows how the gap matters when $P$ is held fixed. Raising $G$ to 0.42 eV, a rough low-temperature value, changes the shift from 27.1 to 26.5 meV. The parabolic shift at the same fixed $P$ is proportional to $1/G$, because $m\propto G$ by (4). It would fall from 78.5 to about 66 meV. In this regime of the two-band model the fitted coupling sets the thickness sensitivity, and a parabola with the band-edge mass is a poor guide.

## How small is a change of 0.3 nm?

Equation (9) is a derivative multiplied by a finite change. To find the next term, let $F=-dE/dL$ and define the local exponent $p=-d\ln F/d\ln L$. Then $d^2E/dL^2=-dF/dL=pF/L$, and Taylor's expansion gives

$$E(L\mp d)-E(L)=\pm Fd\left(1\pm\frac{pd}{2L}\right)+O(d^3). \tag{11}$$

The upper signs are for thinning.

To obtain $p$, note that $F=2g/(Ls)$ and $g\propto L^{-2}$, so that $2g/L$ contributes an exponent of 3. From $s^2=1+4g/G$,

$$\frac{d\ln s}{d\ln L}=\frac{1}{2s^2}\,\frac{d(s^2)}{d\ln L}=-\frac{s^2-1}{s^2}.$$

Therefore

$$p=3+\frac{d\ln s}{d\ln L}=2+\frac1{s^2}. \tag{12}$$

The exponent runs from 3 in the parabolic limit to 2 in the linear limit. It is 2.12 for this film.

The relative second-order correction is $2.12\times0.06/2=6.4\%$ in the two-band model and $3\times0.06/2=9\%$ in the parabolic one. The full level formulas give these changes:

| Model | First order | Thinned to 4.7 nm | Thickened to 5.3 nm |
|---|---:|---:|---:|
| Parabolic | 78.5 meV | +86.1 meV | −71.9 meV |
| Two-band | 27.1 meV | +28.9 meV | −25.5 meV |

The two-band thinning result equals the ceiling of (10) to the digits shown, but this is a coincidence. A finite thinning has its own, higher ceiling, $\pi P[1/(L-d)-1/L]$, which is $28.9\times5/4.7=30.7$ meV.

## How far the band model can be trusted

### The free-electron term

Restoring the free-electron kinetic energy adds $t=k^2/2$ to both diagonal entries of the bulk matrix. Its upper eigenvalue becomes

$$E=t+\frac12\left[\sqrt{G^2+4P_1^2k^2}-G\right].$$

The coupling $P_1$ must be refitted so that the band-edge mass stays the same. At small $k$ the expression is $k^2/2+P_1^2k^2/G$, so $1/m=1+2P_1^2/G$. It follows that $P_1^2k^2=G(g-t)$, and

$$E=t+\frac G2(s_1-1),\qquad s_1=\sqrt{1+\frac{4(g-t)}{G}} .$$

I assume that the sine and cosine envelopes with $k=\pi/L$ still apply. The equation for $v$ is now of second order and needs its own wall condition; this choice corresponds to $v'=0$. The choice matters. If the valence term is given the downward sign $-t$ and both envelopes are made to vanish at the walls, the level is 0.192 eV and the shift 14.5 meV, against 0.336 eV and 27.1 meV for the sine and cosine envelopes. With the upward sign used here, $v=0$ mixes in spurious states of large $k$ and gives no smooth level.

Both $t$ and $g$ scale as $L^{-2}$, so the first-order shift is

$$\Delta_1=\frac{2d}{L}\left[t+\frac{g-t}{s_1}\right].$$

With $t=0.023\times0.654=0.0150$ eV and $s_1=2.867$, the level is 0.3455 eV and the shift is 28.5 meV.

### Spin-orbit splitting

Spin-orbit coupling splits the valence edge into states at $-G$ and $-G-\delta$, with $\delta$ roughly 0.39 eV. The conduction state couples to the valence $p$ orbital directed along $z$. Combining orbital angular momentum 1 with spin ½ distributes this orbital over the light-hole and split-off states with weights 2/3 and 1/3. With $E'=E-t$, elimination of both valence amplitudes gives

$$E'=P_2^2k^2\left[\frac{2}{3(E'+G)}+\frac{1}{3(E'+G+\delta)}\right]. \tag{13}$$

The coupling $P_2$ is again fitted to the same mass, which requires that the right side equal $g-t$ when $E'=0$ is set in the bracket. As $E'$ grows, the split-off term falls by a smaller fraction than the light-hole term, because its denominator starts larger. For a given mass the band is therefore less nonparabolic than with one valence level at $-G$, and the level is higher.

With $k=\pi/L$ kept, the level is 0.3602 eV and the first-order shift is 30.4 meV. This exceeds the 28.9 meV ceiling without contradiction, since that ceiling belongs to the simpler model and its coupling $P$.

The three versions give 27.1, 28.5 and 30.4 meV at the same band-edge mass. With $k=\pi/L$ kept throughout, "about 28 meV" is a fair summary of these hard-wall estimates, which differ by a few meV. Remote bands widen the range downward: a Kane energy of 21.5 eV in (13), with a remote-band term in the conduction entry fitted to the same mass, gives about 24 to 25 meV. The contrast with 78 meV is much larger than this spread.

## A wall of finite height

Now let the barrier offsets be $V=W=3$ eV, rough values for a wide-gap oxide. Put the origin at the centre of the film. The lowest state has $c=\cos kz$ inside, and (1) gives $v=-Pk\sin kz/(E+G)$. Equating $v/c$ at $z=L/2$ with (6), and cancelling $-P$, gives

$$\frac{k\tan(kL/2)}{E+G}=\frac{\kappa}{E+G+W}. \tag{14}$$

Solved together with (3) and (5), this puts the level at 0.176 eV, about half the hard-wall value. The pieces can be checked by hand: $k=0.399$ nm$^{-1}$ and $\kappa=4.12$ nm$^{-1}$, and both sides of (14) are then close to 1.17 eV$^{-1}$ nm$^{-1}$.

The decay length $1/\kappa$ is only 0.24 nm, yet the wall is far from hard. Equation (14) shows why. The quantity to be compared with $k$ is not $\kappa$ but

$$\kappa\,\frac{E+G}{E+G+W}=0.62\ \text{nm}^{-1}.$$

This is of the same order as $k$, whereas a hard wall needs it to be much larger. The conduction envelope at the interface is $\cos(kL/2)=0.54$ of its central value.

Raising both offsets together does not restore the hard wall. For $V=W\to\infty$ the right side of (14) tends to $1/P$, the level to 0.187 eV and the first-order shift to 13.9 meV. By (3), (5) and (14), the hard-wall result needs $(V-E)/(E+G+W)\gg E/(E+G)$. In this film $E/(E+G)$ is not small, so $V$ must be large compared with $E+G+W$. In a much thicker film $E\ll G$ and the limit is approached even with $V=W=3$ eV: the level is about 0.92 of the hard-wall value at 100 nm and 0.98 at 500 nm.

The first-order shift for 0.3 nm falls to 12.5 meV. For a parabolic comparison, the well keeps its mass $m$ and the barrier is given the fixed mass

$$m_b=\frac{E+G+W}{2P^2}=m\,\frac{E+G+W}{G}=0.229\,m_0,$$

evaluated at the two-band level. The matching condition is then $(k/m)\tan(kL/2)=\kappa/m_b$, with $k^2=2mE$ and $\kappa^2=2m_b(V-E)$. It gives a level of 0.200 eV and a shift of 15.0 meV. With this barrier mass, the parabolic shift exceeds the two-band one by a factor of 1.2, not 2.9. The factor depends on the mass chosen: a barrier mass of $0.4\,m_0$ gives a parabolic shift of 11.7 meV, slightly below the two-band value. The large contrast between 28 and 78 meV thus depends on the hard wall as well as on the band shape.

## Beside a real channel

A 5 nm InAs layer with an oxide on its faces is the kind of ultrathin channel to which the example refers, and 0.3 nm is roughly one monolayer. The mass, gap and splitting are rough bulk values. The assumption such a device breaks most seriously, among those sized here and at the field of 0.5 MV/cm used below, is the hard wall: with the offsets above, the two-band shift drops from 27.1 to 12.5 meV. The second figure is only indicative, because it carries the InAs coupling $P$ into the oxide and ignores the atomic structure of the interface. A transverse field of 0.5 MV/cm, a potential drop of 0.25 eV across the film, moves the hard-wall level by only −2.7 meV relative to the potential at mid-film. If that potential and the field are both held fixed while the film is thinned, the thickness shift becomes 27.7 meV. If the potential is held fixed at one face instead, thinning by 0.3 nm also moves the mid-film potential energy by 7.5 meV, and the shift becomes 20.2 or 35.2 meV, depending on the face. At 1 MV/cm these become 14.4 and 44.4 meV, a change as large as that caused by the finite wall. Image charges and strain have not been sized.

The thermal energy at 300 K is 25.9 meV, so the two hard-wall estimates have different consequences for carrier density. Consider a nondegenerate film with one occupied subband, at a fixed Fermi level relative to the bulk conduction edge, and ignore the change of in-plane mass. Thinning by 0.3 nm multiplies the density by $e^{-28.9/25.9}=0.33$ in the two-band model and by $e^{-86.1/25.9}=0.036$ in the parabolic one, using the full changes from the table. The film is nondegenerate only well below about $5\times10^{11}$ cm$^{-2}$, whereas a field of 0.5 MV/cm in InAs terminates on about $4\times10^{12}$ cm$^{-2}$. With Fermi statistics and the in-plane dispersion of the model, the two-band factor is about 0.59 at $1.6\times10^{12}$ cm$^{-2}$ and 0.75 at $3\times10^{12}$ cm$^{-2}$.

For gentle thickness variations along the film, the local level acts as a potential proportional to the thickness change. At fixed roughness, its squared scattering matrix element is then smaller than the parabolic one by $s^2=8.4$ in the hard-wall two-band model, for carriers at the bottom of the subband. At finite in-plane momentum $s=1+2E/G$ is taken at the total energy, and the squared ratio of the level shifts grows to 9.6 at the Fermi wave number for $10^{12}$ cm$^{-2}$ and to about 13 for $4\times10^{12}$ cm$^{-2}$. This is not a prediction for the mobility, which also depends on the in-plane mass, on screening and on the other scattering processes.

The numerical output below lists the inputs and the main results.

## Values computed for the example and the checks

```
InAs band-edge mass (rough): 0.023 m0
InAs gap (rough): 0.354 eV
spin-orbit splitting (rough): 0.39 eV
film thickness: 5.0 nm
thickness change: 0.3 nm
hbar^2/(2 m0): 0.038100 eV nm^2
interband coupling P: 0.7658 eV nm
wave number pi/L: 0.6283 1/nm
parabolic level: 0.6540 eV
two-band level: 0.3357 eV
two-band level, grid: 0.3357 eV
reduction factor: 2.896 (no unit)
dispersion mass at level: 0.0666 m0
parabolic linear shift: 78.5 meV
two-band linear shift: 27.1 meV
two-band linear shift, grid: 27.1 meV
strong-confinement ceiling: 28.9 meV
slope/ceiling in 0.5 nm test well: 0.9993 (no unit)
parabolic, thinned by 0.3 nm: 86.1 meV
parabolic, thickened by 0.3 nm: -71.9 meV
two-band, thinned by 0.3 nm: 28.9 meV
two-band, thickened by 0.3 nm: -25.5 meV
level with free-electron term: 0.3455 eV
shift with free-electron term: 28.5 meV
level with spin-orbit too: 0.3602 eV
shift with spin-orbit too: 30.4 meV
low-temperature gap (rough): 0.42 eV
shift at that gap, fixed P: 26.5 meV
transverse field: 0.5 MV/cm
potential drop across film: 0.25 eV
level change from field: -2.72 meV
shift with field: 27.7 meV
oxide conduction offset (rough): 3.0 eV
oxide valence offset (rough): 3.0 eV
barrier mass at level: 0.229 m0
two-band level, oxide wall: 0.1763 eV
two-band shift, oxide wall: 12.5 meV
parabolic level, oxide wall: 0.2003 eV
parabolic shift, oxide wall: 15.0 meV
thermal energy at 300 K: 25.9 meV
```
